Deviational Monte Carlo for phonon heat flow through a thin film

A silicon film 100 nm thick has a temperature difference of 1 K across it. A Monte Carlo calculation that follows 800 000 packets of phonon energy gives a heat flux of 610 ± 260 MW/m². A second calculation, with the same number of packets and the same rules of flight and scattering, gives 671.4 ± 0.7 MW/m². The uncertainties are standard errors, found from the scatter of 400 batches. The two calculations differ in the energy that a packet stands for.

**The model and the naive scheme**

The film fills 0 < x < L between two black walls, which absorb every arriving phonon and emit an equilibrium distribution at T0 + ΔT/2 (left) and T0 − ΔT/2 (right). Let μ be the cosine of the angle between a phonon's velocity and the x axis. In the relaxation-time approximation the occupation f of a mode of frequency ω obeys

vμ ∂f/∂x = [f_eq(ω,T*) − f]/τ.

Here T* is the local temperature towards which collisions drive the phonons. The model is gray: the speed v and the time τ are the same for all modes and temperatures. Multiply by ħω and the density of modes, and integrate over ω. Since v and τ come out of the integral,

vμ ∂ε/∂x = [u(T*) − ε]/τ.

The directional energy density ε(x,μ) is normalized so that the energy density is ū(x) = ½∫ε dμ, with μ from −1 to 1. In equilibrium ε = u(T), where zero-point energy is left out. Collisions conserve energy, so the right side must vanish when averaged over μ. This gives u(T*) = ū, and

vμ ∂ε/∂x = (ū − ε)/τ.

The equation is linear in energy for any ΔT, although u(T) is not linear in T.

Each term gives a sampling rule. A wall with energy density a emits the flux

½ ∫₀¹ vμ a dμ = va/4.

The emitted directions have density 2μ, so μ = √r with r uniform between 0 and 1. The loss term −ε/τ gives exponential free flights of mean length Λ = vτ. The gain term ū/τ does not depend on μ, so after a collision μ is uniform between −1 and 1. A packet keeps its energy until a wall absorbs it. Trajectories are therefore independent, and neither a time step nor a cell temperature is needed.

Send n packets from each wall, and let pL and pR be the fractions that reach the opposite wall. Packets that return to their own wall carry no net energy across. The estimated flux is

q_full = (v/4)(uL pL − uR pR).

By mirror symmetry both fractions have the same expectation P, so the mean is (v/4)(uL − uR)P, as it should be.

**What goes wrong**

Write uL = u0 + dL and uR = u0 + dR, with u0 = u(T0). Then

q_full = (v/4)(dL pL − dR pR) + (v/4) u0 (pL − pR).

The last term has expectation zero, because equilibrium carries no net heat. In a finite sample pL and pR differ by chance, and this difference is multiplied by the whole stored energy.

For the film, v = 6000 m/s and Λ = 80 nm. A Debye model of the three acoustic branches at 300 K gives u0 = 153.22 MJ/m³ and C = du/dT = 0.8935 MJ/(m³ K). The wall deviations at 1 K are dL = 0.44688 and dR = −0.44667 MJ/m³. Each wall thus emits about 1500 m/s × 153.22 MJ/m³ = 230 GW/m², while the wanted flux is 0.67 GW/m².

The noise follows from counting. Each packet crosses with probability P, so a fraction p has variance P(1−P)/n. The two fractions are independent, so their variances add:

var q_full = (v/4)² (uL² + uR²) P(1−P)/n.

Divide the square root by the mean:

σ_full/q = √(uL² + uR²)/(uL − uR) × √[(1−P)/(nP)].

With P = 0.5007 (derived below) and n = 400 000, the first factor is √2 × 153.22/0.89355 = 242 and the second is 0.00158. The product is 0.38, or 257 MW/m², in agreement with the observed 260. When ΔT is reduced at fixed n, the first factor grows as 1/ΔT.

**Removing the term before sampling it**

The constant u0 satisfies the transport equation: its gradient is zero, and it equals its own angular average. Set ε = u0 + g and subtract:

vμ ∂g/∂x = (ḡ − g)/τ, with ḡ = ½∫g dμ.

The boundary values are now dL and dR. The equation for g is the old one, so the flight rules stay as they were. What changes is the emitted energy, vdL/4 from the left and vdR/4 from the right. The second is negative: the colder wall emits packets of missing energy. A deficit moving left transports positive energy to the right, which is why both terms below are positive:

q_dev = (v/4)(dL pL − dR pR).

The algorithm is:

1. Choose T0 and compute dL and dR. Give each packet from a wall the signed flux weight vd/(4n).
2. Start it at its wall with μ = √r, pointing into the film.
3. Draw a flight length s from the exponential distribution of mean Λ, and move the packet by μs.
4. If it leaves the film, stop. If it left through the opposite wall, add its weight to the flux for a left packet, and subtract it for a right packet.
5. Otherwise draw μ uniformly between −1 and 1, keep the weight and its sign, and return to step 3.

The counting argument applies with d in place of u:

var q_dev = (v/4)² (dL² + dR²) P(1−P)/n.

The ratio of the standard deviations at equal n is

R = σ_full/σ_dev = √[(uL² + uR²)/(dL² + dR²)].

For small ΔT, uL ≈ uR ≈ u0 and dL ≈ −dR ≈ CΔT/2, hence

R ≈ 2u0/(CΔT).

For 1 K this is 2 × 153.22/0.8935 = 343. Two independent sets of trajectories, one for each method, gave 350. A ratio of two standard deviations from 400 batches has a relative sampling error of about 5 %, so the difference of 2 % is not significant.

**The choice of reference and the cost**

Any constant c could replace u0. Let m = (uL + uR)/2 and D = uL − uR. Then uL − c = (m − c) + D/2 and uR − c = (m − c) − D/2. On squaring and adding, the cross terms cancel:

(uL − c)² + (uR − c)² = 2(m − c)² + D²/2.

With n packets from each wall the best reference for the flux is c = m. The choice u(T0) misses it by (0.44688 − 0.44667)/2 ≈ 0.0001 MJ/m³, which is negligible. The choice c = uR gives D², twice the minimum, but then the right wall emits nothing. If all 2n packets start on the left, the variance is D²/(2n) times (v/4)²P(1−P), the same as for the midpoint.

At the midpoint, with N = 2n packets in all,

σ_dev/q = √[(1−P)/(NP)].

ΔT has dropped out. What remains is the uncertainty of whether a packet crosses. For a relative standard error η one needs N = (1−P)/(Pη²). With η = 0.01 this is 0.997 × 10⁴, or about 10 000 packets. Full sampling needs R² times as many, 1.2 × 10⁹. Since the flight rules are the same, the cost per packet is the same.

This compares plain independent sampling in both methods. If full sampling used mirrored trajectories for the two walls, pL and pR would be equal, the term u0(pL − pR) would vanish, and the advantage for the flux would shrink from R to √2 at equal packets per wall; since mirroring needs only half as many trajectories, nothing would be left at equal cost. Subtracting the equilibrium achieves the cancellation without pairing trajectories. It also removes the noise of u0 from the energy in each cell, where the contributions of the two walls add and mirroring does not cancel them.

**The temperature profile**

Let ℓ be the path length of a packet inside a cell of width h. In a steady state, the energy held in the cell per unit area is the emitted flux times the mean time spent there:

(va/4) × ⟨ℓ⟩/v = a⟨ℓ⟩/4.

Division by h gives the energy density a⟨ℓ⟩/(4h), summed over both walls. In the deviational method a = d, and the result is the deviation from u0. Division by C converts it to T − T0 for small deviations.

If sL² and sR² are the variances of ℓ for packets from the two walls, the noise contains aL²sL² + aR²sR². For small ΔT the two weights have nearly equal magnitudes in either method, so sL² + sR² factors out and cancels from the ratio. Every cell then has the same R as the flux. In the numerical output the standard errors are 0.6 to 0.8 mK for deviational sampling and 216 to 287 mK for full sampling. The full method cannot resolve a profile whose values run from 245 to −245 mK.

The deviational values all lie slightly above the reference, by at most about 2.5 standard errors. The same packets pass through several cells, so these are not ten independent discrepancies.

**A reference without random numbers**

Integrate the transport equation along a ray. For μ > 0,

ε(x,μ) = uL e^(−x/Λμ) + ∫₀ˣ ū(x′) e^(−(x−x′)/Λμ) dx′/(Λμ),

and similarly from the right wall for μ < 0. Define E_k(z) = ∫₀¹ μ^(k−2) e^(−z/μ) dμ. Averaging over μ gives

ū(x) = ½[uL E₂(x/Λ) + uR E₂((L−x)/Λ) + ∫₀ᴸ ū(x′) E₁(|x−x′|/Λ) dx′/Λ].

Set uL = 1 and uR = 0, and call the solution θ(x). The flux arriving at the right wall, divided by the emitted v/4, is 2∫₀¹ μ ε(L,μ) dμ, so

P = 2E₃(L/Λ) + 2∫₀ᴸ θ(x′) E₂((L−x′)/Λ) dx′/Λ.

Take θ constant in each cell of width h and average the equation over each cell. Because dE_(k+1)/dz = −E_k, the two integrations turn E₁ into differences of E₃. For cells m > 0 places apart the matrix element is

K_m = (Λ/2h)[E₃((m−1)h/Λ) − 2E₃(mh/Λ) + E₃((m+1)h/Λ)].

Within one cell, the inner integral is 2 − E₂(y/Λ) − E₂((h−y)/Λ), with y measured from the cell's edge. Half its average is

K₀ = 1 − (Λ/h)[½ − E₃(h/Λ)].

The left wall contributes (Λ/2h)[E₃(x₁/Λ) − E₃(x₂/Λ)] to a cell between x₁ and x₂. Solving this linear system with 200 cells gives P = 0.5007. The flux is then

q = 1500 m/s × 0.89355 MJ/m³ × 0.50068 = 671 MW/m².

This equals 0.67 mW/µm². The deviational result differs from it by half a standard error.

**Thick and thin films**

In a thick film ε is nearly isotropic. Multiply the transport equation by μ and average. With ½∫μ²ε dμ ≈ ū/3 and q = (v/2)∫με dμ, this gives

q = −(vΛ/3) dū/dx,

which is Fourier's law with κ = CvΛ/3 = 143 W/(m K). To include the walls approximately, use ε ≈ ū + 3μq/v. The flux entering at the left is then vū(0)/4 + q/2, and it must equal vuL/4. Hence uL − ū(0) = 2q/v, and the right wall has an equal jump. Adding the drop 3qL/(vΛ) inside the film,

uL − uR = 3qL/(vΛ) + 4q/v, so P ≈ 1/(1 + 3L/4Λ).

This tends to 4Λ/(3L) for thick films and to 1 for thin ones, both correct limits. Here it gives 0.516, which is 3 % above the integral equation. The effective conductivity qL/ΔT is 67 W/(m K), less than half the bulk value. The wall jumps also show in the profile: the 10 nm cell next to a wall held at +500 mK averages +245 mK.

In the thick limit the relative noise of the deviational flux is about √[3L/(4ΛN)], since few packets cross. Subtracting equilibrium does not cure this part of the noise.

**Where the advantage fades**

The same trajectories can be weighted for other temperature differences, with Λ held fixed. For batches of 2000 packets the relative noise of the deviational flux stays at 0.022. That of full sampling is 78, 7.8, 0.78 and 0.082 for ΔT = 0.1, 1, 10 and 100 K. At 100 K the formula gives R = 3.6, a saving of 3.6² ≈ 13 in packets.

At such a large ΔT the variation of Λ with temperature is no longer small, and the flights depend on the local temperature. The gray flux itself depends only on the total ∫dx/Λ, in which the hot and cold sides nearly compensate: with Λ ∝ 1/T it changes by only 0.05 % at 100 K. For small ΔT the variation is harmless: ū − ε is already of first order in the deviation, so a change of τ with temperature enters the collision term at second order. If Λ varies as 1/T, its values at the two wall temperatures differ by 0.33 % at 1 K, and the change inside the film is smaller because of the temperature jumps at the walls.

**Many mean free paths**

Now let τ depend on frequency, and divide the spectrum into bands with heat capacities C_b. To first order in ΔT, collisions return energy to band b at the rate C_b(T* − T0)/τ_b. The total returned must equal the total lost, so a scattered packet enters band b with probability

(C_b/τ_b)/Σ(C_j/τ_j).

The walls emit in proportion to C_b v. The remaining steps are unchanged, with Λ_b = vτ_b. Full sampling is harder here: the returned spectrum is that of the whole equilibrium distribution at T*, so the local temperature must be known during the run. The noise comparison above is therefore confined to the gray model.

With 1/τ ∝ ω² and the same bulk conductivity, the mean free path is about 25 nm at the cutoff and longer below it. Deviational sampling gives P = 0.3970 ± 0.0011, and the integral equation summed over bands gives 0.397. The flux is 0.79 of the gray value. An estimate that treats the bands as independent indicates why. The approximate P = Λ/(Λ + 3L/4) is concave in Λ, so spreading Λ about a fixed heat-capacity-weighted mean lowers the average. The bands are in fact coupled by collisions, so this is an argument for the direction of the change, not for its size.

**The film beside a real device**

The example represents a crystalline silicon layer such as the selector beneath a phase-change memory cell. Its speed is a rough typical value, and its single mean free path stands in for a broad spectrum. Of the effects estimated below, real interfaces in place of the black walls change the flux most. The film's resistance is 1.5 m² K/GW, while a rough value for one real interface is 5 m² K/GW. Two of these added in series would reduce the flux to 1.5/11.5 = 0.13 of the model's value. The 1.5 includes the resistance of the black walls, about 4/(Cv) = 0.75 m² K/GW in the approximate wall treatment (the exact total less L/κ is 0.79); if the real interfaces replace these walls, the factor is 1.49/10.74 = 0.14. The 1.5 is a value of the gray model, not of silicon. Real branches bend over and carry much of their heat capacity at low group velocity: a rough model with sine-shaped branches (zone-edge energies 50 and 19 meV, 1/τ ∝ ω², same bulk conductivity) gives 3.9 m² K/GW, and two interfaces added in series then give a factor of 0.28. At 358 K, with Λ ∝ 1/T, the flux per kelvin is 4 % lower than at 300 K. This law lowers the bulk conductivity by 12 %, while that of pure silicon falls by roughly 20 %; with Λ scaled to match, the flux is about 10 % lower. Electrons in heavily doped silicon, at a rough 10⁵ S/m, add (π²/3)(k_B/e)²σT = 0.7 W/(m K) by the Wiedemann–Franz law, with σ the electrical conductivity. The factor π²/3 holds for strongly degenerate electrons, so at this doping the value is only an estimate. This is about 1 % of the effective conductivity; the shortening of Λ by dopants is not included. Optical modes, with a rough energy of 60 meV, would add 0.75 of the acoustic heat capacity. They matter for transients, but carry no steady flux if they do not propagate. The thermal wavelength hv/(k_B T) is 1 nm, well below the thickness, which supports treating phonons as particles here. Programming a cell involves temperature differences of hundreds of kelvin, where the linear spectral scheme does not apply and the gain from subtraction is modest: the gray formula gives a saving in packets of about 3 for walls at 900 and 300 K and about 20 for walls at 700 and 500 K. The method suits small differences, such as those used to extract a film's conductance near a fixed operating temperature.

Table of computed values

```
film thickness 100 nm, T0 300 K, speed 6000 m/s
gray mean free path 80 nm
lattice constant 0.543 nm
Debye cutoff energy 45.0 meV
energy density u(T0) 153.22 MJ/m3
heat capacity C(T0) 0.8935 MJ/(m3 K)
bulk conductivity C v mfp/3: 143.0 W/(m K)
crossing probability P, integral equation 0.50068
P from simple interpolation 1/(1+3L/4mfp) 0.51613
packets per method 800000, in 400 batches
wall deviations at 1 K: 0.44688, -0.44667 MJ/m3
flux at 1 K, integral equation 671.07 MW/m2
flux at 1 K, dev sampling 671.43 +- 0.74 MW/m2
flux at 1 K, full sampling 610.34 +- 260.37 MW/m2
effective conductivity qL/dT 67.11 W/(m K)
noise ratio at 1 K: measured 349.9, formula 343.0, 2u/(C dT) 343.0
packets for 1 % error: dev 9.97e+03, full 1.17e+09
saving in packets at 1 K 1.18e+05
noise of one batch of 2000 packets, relative to the flux:
  dT   0.1 K: dev 0.0222, full 77.59, ratio 3498, formula 3430
  dT   1.0 K: dev 0.0222, full 7.76, ratio 349.9, formula 343
  dT  10.0 K: dev 0.0222, full 0.7771, ratio 35.04, formula 34.31
  dT 100.0 K: dev 0.0222, full 0.08206, ratio 3.697, formula 3.606
T - T0 in mK by cell: centre nm, exact, dev +- error, full +- error
     5    244.7    245.8 +- 0.7      182 +- 222
    15    184.3    184.9 +- 0.7     -193 +- 260
    25    129.8    130.4 +- 0.7     -297 +- 277
    35     77.3     78.0 +- 0.8      -65 +- 278
    45     25.8     26.5 +- 0.8     -199 +- 275
    55    -25.5    -23.6 +- 0.8      -14 +- 287
    65    -77.1    -75.1 +- 0.8     -161 +- 286
    75   -129.5   -127.8 +- 0.8      203 +- 284
    85   -184.1   -183.2 +- 0.7      -76 +- 245
    95   -244.5   -244.4 +- 0.6     -357 +- 216
spectral mean free path at cutoff 25.4 nm
spectral P: integral equation 0.39705, dev sampling 0.39701 +- 0.00109
spectral flux / gray flux 0.793
film resistance 1.490 m2 K/GW
rough interface resistance 5.0 m2 K/GW each
flux factor with two such interfaces 0.130
flux at 358 K / flux at 300 K 0.956
change of mean free path across film at 1 K 0.33 %
optical / acoustic heat capacity 0.75
electron conductivity at 1e+05 S/m 0.73 W/(m K)
thermal phonon wavelength hv/kT 0.96 nm
```
